\section*{Kepler period, revivals and fractional revivals of a radial Rydberg wave packet}

\section*{Question}

I am working on this exercise. A short, weak laser pulse excites hydrogen from $2s$ to a superposition of $np$ states centred on a large $n=\bar n$. A second short, weak pulse ionizes the atom after a delay $\tau$, and the total ion yield $S(\tau)$ is recorded. I must show that the yield recurs with the Kepler period $2\pi\bar n^3$ (atomic units), that the packet revives after $2\bar n/3$ periods, and that fractional revivals appear in the yield.

I expanded $E_n$ about $\bar n$, and the linear term gives the period. Then I am stuck in three places. If I ask that the quadratic phases be multiples of $\pi$, I get $\bar n/3$ periods, not $2\bar n/3$. I do not see why the yield should follow the motion at all, since the probe acts on the atom wherever the electron is. And I cannot get from ``the phases are rational'' to a definite number of peaks. How large are the deviations for a real case such as $\bar n=60$?

\section*{Answer}

I use atomic units, the nonrelativistic levels $E_n=-1/(2n^2)$, and $k=n-\bar n$. Both pulses are treated to first order. Fine structure, decay and stray fields are left out, and the nucleus is taken as infinitely heavy. The reduced mass of real hydrogen lengthens all times by $0.054\%$, about 0.7 ps at the revival for $\bar n=60$.

\subsection*{What the pump prepares}

Let the pump field have the envelope $e^{-2\ln2\,t^2/T_p^2}$, so that $T_p$ is the full width at half maximum (FWHM) of its intensity, and let its carrier be tuned to $E_{\bar n}$. First-order perturbation theory in the rotating-wave approximation gives
\begin{equation}
a_n\propto d_n\int dt\,e^{-2\ln2\,t^2/T_p^2}\,e^{i(E_n-E_{\bar n})t}
\propto d_n\,e^{-(E_n-E_{\bar n})^2T_p^2/(8\ln2)},
\end{equation}
where $d_n$ is the radial dipole element from $2s$.

The $2s$ state is confined to within about 20 bohr of the nucleus. There the radial functions $u_n=rR_n$ of all high $n$ have nearly the same shape, because $E_n$ is negligible beside $1/r$. Their size follows from normalization. Semiclassically $u_n\simeq C_n\cos(\dots)/\sqrt{p}$, with $p$ the radial momentum. Averaging the squared cosine to $1/2$,
\begin{equation}
1=\frac{C_n^2}{2}\int\frac{dr}{p}=\frac{C_n^2}{2}\,\frac{T_n}{2},
\qquad C_n=\frac{2}{\sqrt{T_n}},
\end{equation}
where $T_n$ is the classical period. It is derived below to be $2\pi n^3$, so $d_n\propto n^{-3/2}$.

\subsection*{Why the probe sees the motion}

The probe field does act everywhere, but an electron far from the nucleus is almost free, and a free electron cannot absorb a photon in the dipole approximation. To make this quantitative, take $H=p^2/2-1/r$. Then $[H,z]=-ip_z$ and $[H,p_z]=i\,\partial_z(-1/r)=iz/r^3$, so
\begin{equation}
[H,[H,z]]=-i\,\frac{iz}{r^3}=\frac{\cos\theta}{r^2}.
\end{equation}
Between energy eigenstates the double commutator gives $(E_f-E_i)^2$ times the element of $z$. Hence
\begin{equation}
\langle f|z|i\rangle=\frac{1}{(E_f-E_i)^2}\,\langle f|\frac{\cos\theta}{r^2}|i\rangle .
\end{equation}
The weight $1/r^2$, together with the mismatch of the two oscillating waves at large $r$, confines the integral to small $r$. For $n=60$ and an 800 nm probe, the integral up to 200 bohr agrees with the full one to about $0.2\%$ of the latter, while the orbit reaches 7200 bohr. The ionization amplitude therefore also carries the factor $n^{-3/2}$, times a factor common to the band.

Now sum over final states. With probe envelope $f$ and carrier $\omega$, the amplitude for final energy $\varepsilon$ is, up to constants and a phase,
\begin{equation}
b_\varepsilon(\tau)=\int dt\,f(t-\tau)A(t)e^{i(\varepsilon-\omega)t},\qquad
A(t)=\sum_n w_ne^{-iE_nt},\quad w_n\propto a_nn^{-3/2}.
\end{equation}
The continuum coupling hardly varies over the probe bandwidth, and the threshold lies far outside it, so the $\varepsilon$ integral may run over the whole line. Parseval's theorem then gives
\begin{equation}
S(\tau)\propto\int d\varepsilon\,|b_\varepsilon|^2=2\pi\int dt\,f^2(t-\tau)\,|A(t)|^2 .
\label{eq:S}
\end{equation}
The outgoing $s$ and $d$ waves do not interfere in the total yield, and each contributes this same function of $\tau$. Thus $S$ is $|A|^2$, the strength of the packet at the nucleus, smoothed over the probe duration. For a Gaussian probe of intensity FWHM $T_{pr}$, $f^2(s)=e^{-4\ln2\,s^2/T_{pr}^2}$, and doing the time integral term by term gives
\begin{equation}
S(\tau)\propto\sum_{n,m}w_nw_m\cos[(E_n-E_m)\tau]\,
e^{-(E_n-E_m)^2T_{pr}^2/(16\ln2)} .
\end{equation}
If $T_{pr}$ is much longer than the Kepler period, only the terms $n=m$ survive and the yield no longer depends on the delay.

\subsection*{The three time scales}

With $x=k/\bar n$ and $(1+x)^{-2}=1-2x+3x^2-4x^3+\dots$,
\begin{equation}
E_n-E_{\bar n}=\frac{k}{\bar n^3}-\frac{3k^2}{2\bar n^4}+\frac{2k^3}{\bar n^5}-\dots
\end{equation}
Define each time scale by setting its coefficient equal to $2\pi$ divided by that time:
\begin{equation}
T_K=2\pi\bar n^3,\qquad T_{\rm rev}=\frac{4\pi\bar n^4}{3},\qquad T_3=\pi\bar n^5 .
\end{equation}
The evolution factor, apart from a common phase, is then
\begin{equation}
e^{-i(E_n-E_{\bar n})t}\simeq
\exp\left[-2\pi i\left(\frac{kt}{T_K}-\frac{k^2t}{T_{\rm rev}}+\frac{k^3t}{T_3}\right)\right].
\label{eq:phase}
\end{equation}

\textbf{Linear term.} It returns to unity for every integer $k$ after $T_K$. This is the classical period. For a radial orbit, $v^2=2/r-1/\bar n^2$. Put $r=\bar n^2(1-\cos\chi)$, so that $dr=\bar n^2\sin\chi\,d\chi$ and
\begin{equation}
v^2=\frac{1}{\bar n^2}\,\frac{1+\cos\chi}{1-\cos\chi},\qquad
|v|=\frac{1}{\bar n}\,\frac{\sin\chi}{1-\cos\chi}.
\end{equation}
Going out and back takes
\begin{equation}
2\int\frac{dr}{|v|}=2\bar n^3\int_0^\pi(1-\cos\chi)\,d\chi=2\pi\bar n^3 .
\end{equation}

\textbf{Quadratic term.} At $t=T_{\rm rev}$ it contributes $e^{2\pi ik^2}=1$. The ratio of the two times is
\begin{equation}
\frac{T_{\rm rev}}{T_K}=\frac{4\pi\bar n^4/3}{2\pi\bar n^3}=\frac{2\bar n}{3}.
\end{equation}
Your condition, phases that are multiples of $\pi$, is met at $T_{\rm rev}/2$, where the factor is $e^{i\pi k^2}=(-1)^k$. Combined with the linear term this is
\begin{equation}
(-1)^ke^{-2\pi ikt/T_K}=e^{-2\pi ik(t/T_K-1/2)},
\end{equation}
which is a single re-formed packet, half a period out of step. So $\bar n/3$ periods marks a half-shifted revival, and $2\bar n/3$ periods marks the one in step with the original Kepler clock.

If $\bar n$ is not a multiple of 3, $T_{\rm rev}$ is not a whole number of periods. The nearest return is then $T_K/3$ away and has the small leftover phase $2\pi k^2(T_K/3)/T_{\rm rev}=\pi k^2/\bar n$. For $\bar n=61$ or 62 and the pulses used below, this alone lowers the return from 1 to about 0.87. For an alkali atom with a constant quantum defect $\delta$, the same expansion holds with $\bar n-\delta$ in place of $\bar n$.

\subsection*{Fractional revivals: counting the peaks}

Consider times near $(p/q)T_{\rm rev}$, with $p/q$ in lowest terms. Over one Kepler period the quadratic phase changes by $2\pi k^2T_K/T_{\rm rev}=3\pi k^2/\bar n$. If this is small for the excited $k$, the factor may be frozen at $e^{2\pi ipk^2/q}$. For the $\bar n=60$ example below the change is $0.157k^2$, so the freezing is only rough there. This factor has period $q$ in $k$, since replacing $k$ by $k+q$ adds the integer $2pk+pq$ to $pk^2/q$. It therefore has a finite Fourier expansion:
\begin{equation}
e^{2\pi ipk^2/q}=\sum_{s=0}^{q-1}b_s\,e^{-2\pi iks/q},\qquad
b_s=\frac1q\sum_{k=0}^{q-1}e^{2\pi i(pk^2+sk)/q}.
\end{equation}
Each factor $e^{-2\pi iks/q}$ in this expansion shifts the clock by $sT_K/q$. If $A_{\rm cl}(t)=\sum_kw_ke^{-2\pi ikt/T_K}$ is the dispersion-free packet at the nucleus, then
\begin{equation}
A(t)\simeq\sum_sb_s\,A_{\rm cl}\!\left(t+\frac{s}{q}T_K\right).
\label{eq:copies}
\end{equation}
To find how many copies are present, write $|b_s|^2$ as a double sum over $k,k'$ and set $k=k'+d$, so that $k^2-k'^2=2k'd+d^2$:
\begin{equation}
|b_s|^2=\frac1{q^2}\sum_{d=0}^{q-1}e^{2\pi i(pd^2+sd)/q}\sum_{k'=0}^{q-1}e^{4\pi ipdk'/q}.
\end{equation}
The inner sum equals $q$ if $q$ divides $2d$ (recall that $p$ and $q$ have no common factor) and vanishes otherwise.

For odd $q$ only $d=0$ survives, and $|b_s|^2=1/q$ for every $s$. For even $q$, $d=q/2$ survives too. Its phase factor is $e^{i\pi(pq/2+s)}=(-1)^{s+q/2}$, because $p$ is odd. Hence
\begin{equation}
|b_s|^2=\frac{1+(-1)^{s+q/2}}{q}\qquad(q\ \text{even}),
\end{equation}
which is $2/q$ for half of the $s$ values and zero for the rest. The number of copies is
\begin{equation}
r=q\ \ (q\ \text{odd}),\qquad r=q/2\ \ (q\ \text{even}),
\end{equation}
all with weight $1/r$ and spaced by $T_K/r$. For $q=2,6,10,\dots$ the surviving $s$ are odd, so the whole pattern is displaced by half a spacing. The case $q=2$ is the half-shifted revival found above.

By \eqref{eq:S} the probe registers a copy when it passes the nucleus. If the copies do not overlap, the frozen phase is a good approximation and the cubic term is negligible, $S$ shows $r$ peaks per Kepler period, each $1/r$ as high as the value that \eqref{eq:S} takes at $\tau=0$. That value is only a reference height: the $a_n$ are the amplitudes after the pump has passed, so \eqref{eq:S} describes the measured yield only for delays at which the pump is over, not while the pulses overlap.

Overlap sets one limit on $r$; the change of the quadratic phase within a Kepler period sets another. Near $t=0$ the weights are $w_n\propto n^{-3}$ times the pump spectrum, and $n^{-3}=dE_n/dn$, so the sum over $n$ becomes an integral over energy:
\begin{equation}
A(t)\propto\int dE\,e^{-E^2T_p^2/(8\ln2)}e^{-iEt}\propto e^{-2\ln2\,t^2/T_p^2}.
\end{equation}
The packet at the nucleus repeats the pump envelope, and the signal peak has FWHM $\sqrt{T_p^2+T_{pr}^2}$. This must be clearly smaller than $T_K/r$.

\subsection*{Numbers for $\bar n=60$}

Take $T_p=4$ ps and $T_{pr}=1$ ps. The signal below uses the full hydrogen levels, not the expansion; the values are in the numerical output. Heights are given relative to the value of \eqref{eq:S} at $\tau=0$.

The times are $T_K=2\pi\cdot60^3=1.357\times10^6$ a.u. $=32.8$ ps, $T_{\rm rev}=40\,T_K=1313$ ps and $T_3=1800\,T_K$. The standard deviation of $n$ is $\sigma=1.55$. The mean radius of the finished packet is about 2060 bohr when it is propagated back to $t=0$, and 7140 bohr half a period later, close to the classical turning point at 7200.

\textbf{First return.} Its height is 0.57, and dispersion accounts for this. With $|a_n|^2\propto e^{-k^2/(2\sigma^2)}$ and the quadratic phase $\beta k^2$, $\beta=2\pi/40=0.157$, the peak amplitude is a Gaussian integral:
\begin{equation}
\left|\int dk\,e^{-k^2/(4\sigma^2)+i\beta k^2}\right|^2\propto\frac{1}{\sqrt{1+(4\beta\sigma^2)^2}}
=\frac{1}{\sqrt{1+1.51^2}}=0.55 .
\end{equation}

\textbf{Full revival.} The highest peak near $T_{\rm rev}$ lies at 39.885 periods (1309 ps) and reaches 0.57, not 1. A second peak at 41.93 periods is practically as high, so the revival is a cluster of returns and not a single sharp one. The cubic term is responsible. At $T_{\rm rev}$ its phase for $k=2$ is $2\pi\cdot8\cdot40/1800=1.12$ rad. Keeping only linear and quadratic terms in the levels restores the height to 1.00; adding the cubic term brings it down to 0.58.

The cubic term also makes the peak early. In \eqref{eq:phase} the derivative of the bracket with respect to $k$, which must be an integer for neighbouring levels to add up, gains $3k^2t/T_3$. This is positive for both signs of $k$, so the return is advanced. While the cubic phase is small, the peak of $|A|^2$ lies where the phase $2\pi(k\delta+k^3t/T_3)$ has the least variance over the weights $w_k\propto e^{-k^2/(4\sigma^2)}$, whose variance is $2\sigma^2$. This gives an advance $-\delta=(\langle k^4\rangle/\langle k^2\rangle)\,t/T_3=6\sigma^2t/T_3$. At $T_{\rm rev}$ that would be $6\cdot2.40\cdot40/1800=0.32$ periods, but there the cubic phase is not small and the advance has grown more slowly: the observed value is 0.115. The linear estimate gives the sign, not the size.

\textbf{Half-shifted revival.} The strongest peak near 20 periods is at 19.43, close to the expected 19.5, with height 0.64.

\textbf{Fractional revivals.}
\begin{itemize}
\item Near $T_{\rm rev}/4=10\,T_K$, $r=2$: peaks at 9.46, 9.95 and 10.46 periods, with heights 0.39 to 0.41 (ideal 0.50).
\item Near $T_{\rm rev}/6=6.67\,T_K$, $r=3$: peaks at 6.13, 6.46, 6.80 and 7.15 periods, with heights 0.24 to 0.30 (ideal 0.33). The half-spacing displacement predicts 6.17, 6.50, 6.83 and 7.17.
\item Near $T_{\rm rev}/8=5\,T_K$, $r=4$: peaks at 4.49, 4.72, 4.96, 5.22 and 5.50 periods, with heights 0.21 to 0.26 (ideal 0.25).
\end{itemize}

The mean spacings agree with $T_K/r$ to about $2\%$ of that value. The peaks come early by up to about 0.05 periods. The cubic term causes this: with linear and quadratic terms only, the peaks lie within about 0.013 periods of the ideal positions, and adding the cubic term reproduces the listed positions to better than 0.01 periods. The small-phase estimate $6\sigma^2t/T_3$ is 0.04, 0.05 and 0.08 periods at $t=5$, 6.67 and 10 periods, increasingly too large at the later times. For $r=4$ the advances scatter between 0.005 and 0.045, so that estimate does not fix the individual positions. Some peaks for $r=4$ exceed $1/4$ a little; the height $1/r$ was derived only for non-overlapping copies with the quadratic phase frozen and the cubic term dropped. Here the spacing is $32.8/4=8.2$ ps and the undispersed peak width is $\sqrt{4^2+1^2}=4.1$ ps, so four peaks are resolved. At $r=8$ the spacing would be 4.1 ps, equal to the width, and the simple counting of separate peaks would no longer apply. At this $\bar n$, resolving eight peaks needs shorter pulses, but a shorter pump also excites more levels. The quadratic phase then changes more within one Kepler period, so too short a pump spoils the simple pattern of $r$ peaks, and the cubic phase does more damage at the full revival.

\section*{Computed results}
\begin{verbatim}
central n: 60
pump, probe intensity FWHM: 4.0, 1.0 ps
probe wavelength: 800 nm
probe photon energy: 0.05695 hartree
mean n of packet: 60.06
standard deviation of n: 1.55
Kepler period: 1.35717e+06 a.u. = 32.83 ps
classical period by quadrature: 1.35717e+06 a.u.
revival time: 40.00 periods = 1313.1 ps
cubic time T_3: 1800 periods
cubic phase at T_rev for k=2: 1.117 rad
spread of n^1.5 d, pump, n=54..66: 0.070 %
spread of n^1.5 d, probe to l=0: 0.201 %
acceleration integral within 200 bohr, l=0: 1.0020 of total
spread of n^1.5 d, probe to l=2: 0.166 %
acceleration integral within 200 bohr, l=2: 1.0011 of total
mean radius at t=0: 2063 bohr
mean radius at T_K/2: 7143 bohr
classical outer radius 2 n^2: 7200 bohr
narrow packet n=60: revival at 39.93 periods, 2n/3 = 40
narrow packet n=120: revival at 79.96 periods, 2n/3 = 80
narrow packet n=240: revival at 159.98 periods, 2n/3 = 160
first return: 0.997 periods = 32.7 ps, height 0.570
half revival: 19.428 periods = 637.8 ps, height 0.637
full revival: 39.885 periods = 1309.4 ps, height 0.567
full revival height, quadratic levels: 1.000
full revival height, cubic levels: 0.583
T_rev/8 = 5.000 periods, r = 4, ideal height 0.250
  peak times (periods): 4.485 4.715 4.955 5.215 5.495
  peak heights: 0.214 0.230 0.252 0.263 0.261
  mean spacing: 0.252 periods, ideal 0.250
T_rev/6 = 6.667 periods, r = 3, ideal height 0.333
  peak times (periods): 6.129 6.464 6.799 7.149
  peak heights: 0.238 0.261 0.294 0.304
  mean spacing: 0.340 periods, ideal 0.333
T_rev/4 = 10.000 periods, r = 2, ideal height 0.500
  peak times (periods): 9.457 9.947 10.462
  peak heights: 0.398 0.406 0.391
  mean spacing: 0.502 periods, ideal 0.500
\end{verbatim}
